\section*{Why full-response triplet surfaces collapse where Tamm-Dancoff surfaces stay smooth}

\section{The situation}

Stretch a hydrogen molecule while keeping both electrons in one spatial orbital, and follow its lowest triplet surface by linear response. In full response the excitation energy falls, steepens sharply over the last part of the stretch, reaches zero at a finite bond length and then becomes imaginary. In the Tamm-Dancoff approximation, with the same functional and orbitals, the surface passes that bond length with an ordinary slope. For geometry optimization or dynamics the difference is drastic: in the example below, within about $0.01$~\AA\ of the collapse the two forces differ by more than an order of magnitude.

The gradient of the full-response energy $\Omega$ carries a factor $1/\Omega$. That is part of the reason, but a vanishing energy alone does not make a gradient diverge. What is needed is that $\Omega^2$ reach zero with a nonzero slope. Here this happens because the reference loses stability: the stability eigenvalue crosses zero at a nonzero rate while the orbital gaps stay open. An orbital gap that closes linearly at finite positive coupling also gives a square-root zero, but that case is not treated here.

\section{Response equations and stability}

Assume a closed-shell restricted Kohn-Sham reference with real orbitals and an adiabatic, pure density functional. For triplets the response matrices are the same-spin block minus the opposite-spin block. With $i,j$ occupied and $a,b$ virtual,
\begin{align}
A_{ia,jb}&=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)+K_{ia,jb},\qquad B_{ia,jb}=K_{ia,jb},\\
K_{ia,jb}&=\iint \varphi_i\varphi_a(\mathbf r)\,
\bigl(f_{\uparrow\uparrow}-f_{\uparrow\downarrow}\bigr)(\mathbf r,\mathbf r')\,
\varphi_j\varphi_b(\mathbf r')\,d\mathbf r\,d\mathbf r'.
\end{align}
Here $f_{\sigma\sigma'}$ is the second derivative of the Hartree and exchange-correlation energy with respect to the spin densities. The Hartree part is the same for both spin pairs and cancels. Define
\begin{equation}
M=A+B=D+2K,\qquad D=A-B,
\end{equation}
so that $D$ is the diagonal matrix of orbital gaps, taken to be positive.

The excitation and de-excitation amplitudes $X,Y$ obey $AX+BY=\Omega X$ and $BX+AY=-\Omega Y$. Adding and subtracting these equations, with $z=X+Y$ and $y=X-Y$, gives
\begin{equation}
Mz=\Omega y,\qquad Dy=\Omega z,\qquad z\cdot y=X\cdot X-Y\cdot Y=1. \label{eq:resp}
\end{equation}
The second equation gives $y=\Omega D^{-1}z$. Inserted in the first, it yields
\begin{equation}
Mz=\Omega^2D^{-1}z. \label{eq:square}
\end{equation}
Hence the lowest $\Omega^2$ is positive, zero or negative together with the lowest eigenvalue of $M$.

That eigenvalue measures the stability of the reference. Take one doubly occupied orbital $\varphi_0$ and a normalized virtual combination $\varphi_v=\sum_a v_a\varphi_a$. Rotate the two spin orbitals oppositely, $\varphi_{\uparrow,\downarrow}=\cos\theta\,\varphi_0\pm\sin\theta\,\varphi_v$. To second order the spin densities change by $\pm2\theta\varphi_0\varphi_v+\theta^2(\varphi_v^2-\varphi_0^2)$. The terms linear in $\theta$ do not change the energy, because the Kohn-Sham Hamiltonian has no occupied-virtual element. The quadratic orbital-energy term is $\theta^2 v\cdot Dv$ for each spin. The interaction term is $\tfrac12(2\theta)^2(2f_{\uparrow\uparrow}-2f_{\uparrow\downarrow})$ integrated with $\varphi_0\varphi_v$ on both sides, which is $4\theta^2v\cdot Kv$. Together,
\begin{equation}
\Delta E=2\theta^2\,v\cdot(D+2K)v=2\theta^2\,v\cdot Mv. \label{eq:rot}
\end{equation}
When $M$ acquires a zero eigenvalue, the restricted solution therefore has no restoring energy against spin polarization.

\section{Where the diverging gradient comes from}

From \eqref{eq:resp}, $\Omega=\tfrac12(z\cdot Mz+y\cdot Dy)$. Differentiate with respect to the bond length $R$, denoted by a prime:
\begin{equation}
\Omega'=\tfrac12\bigl(z\cdot M'z+y\cdot D'y\bigr)+z'\cdot Mz+y'\cdot Dy .
\end{equation}
The last two terms equal $\Omega(z'\cdot y+y'\cdot z)=\Omega(z\cdot y)'=0$, because the normalization is fixed. Thus
\begin{equation}
\Omega'=\tfrac12\,z\cdot M'z+\tfrac12\,y\cdot D'y. \label{eq:grad}
\end{equation}
The matrix derivatives are total derivatives in a smoothly carried orthonormal orbital frame, so they include orbital relaxation. Only the sum of the two terms is independent of that frame. Turning the frame at a rate given by an antisymmetric matrix $G$ adds $GM-MG$ to $M'$ and $GD-DG$ to $D'$; by \eqref{eq:resp} this adds $\Omega\,z\cdot Gy$ to the first term and subtracts it from the second. $D'$ is the diagonal matrix of gap derivatives only in the frame of canonical orbitals.

The normalization also fixes the size of the amplitudes. Inserting $y=\Omega D^{-1}z$ in $z\cdot y=1$ gives $\Omega\,z\cdot D^{-1}z=1$. Write $z=\Omega^{-1/2}u$; then $u\cdot D^{-1}u=1$ and $y=\Omega^{1/2}D^{-1}u$. Equation \eqref{eq:grad} becomes
\begin{equation}
\Omega'=\frac{1}{2\Omega}\,u\cdot M'u+\frac{\Omega}{2}\,u\cdot D^{-1}D'D^{-1}u. \label{eq:split}
\end{equation}
The vector $u$ stays finite. The factor $1/\Omega$ is thus the growing square of $X+Y$: excitation and de-excitation amplitudes both become large while $X\cdot X-Y\cdot Y$ stays at one.

Let the lowest eigenvalue of $M$ be nondegenerate and cross zero at $R_c$, with null vector $v$. There $u$ is parallel to $v$. Multiplying \eqref{eq:split} by $2\Omega$ and setting $\Omega=0$ gives
\begin{equation}
(\Omega^2)'\big|_{R_c}=\frac{v\cdot M'v}{v\cdot D^{-1}v}\equiv -s. \label{eq:s}
\end{equation}
If $s>0$, then with $d=R_c-R$ and a next-order coefficient $c$,
\begin{align}
\Omega^2&=sd(1+cd+\dots),\\
\Omega&=\sqrt{sd}\,\bigl(1+\tfrac12cd+\dots\bigr),\\
\Omega'&=-\frac{d\Omega}{dd}=-\frac12\sqrt{\frac sd}\,\bigl(1+\tfrac32cd+\dots\bigr). \label{eq:law}
\end{align}
The energy goes to zero as a square root and its slope diverges.

The condition $s\neq0$ matters. Without a kernel, $K=0$ and $\Omega^2=\Delta^2$ for an orbital gap $\Delta$. The gradient is $2\Delta\Delta'/(2\Delta)=\Delta'$: the factor $1/\Omega$ is present but cancels. In this case $M=D$, so $\Omega$ can vanish only when the gap itself closes, outside the assumption of positive $D$, and $(\Omega^2)'=2\Delta\Delta'$ vanishes with it.

\section{Why the Tamm-Dancoff slope stays finite}

Dropping $Y$ leaves $Ax=\omega x$ with $x\cdot x=1$. Since $x'\cdot x=0$,
\begin{equation}
\omega'=x\cdot A'x+2\omega\,x'\cdot x=x\cdot A'x. \label{eq:tda}
\end{equation}
A unit vector amplifies nothing, so $\omega'$ is finite whenever $A'$ is. The slope is also continuous if $A'$ is continuous and the root is nondegenerate.

Two inequalities locate $\omega$. Put $z=D^{1/2}p$, $y=D^{-1/2}q$, so that $p\cdot q=1$. The matrix $D^{1/2}MD^{1/2}$ has lowest eigenvalue $\Omega^2$, by \eqref{eq:square}. For any such trial pair on the stable side,
\begin{equation}
\tfrac12(z\cdot Mz+y\cdot Dy)\ge\tfrac12(\Omega^2|p|^2+|q|^2)\ge\Omega|p||q|\ge\Omega .
\end{equation}
The choice $z=y=x$ turns the left side into $x\cdot Ax=\omega$, hence $\Omega\le\omega$. At $R_c$, where $M$ has no negative eigenvalue,
\begin{equation}
\omega=\tfrac12x\cdot Mx+\tfrac12x\cdot Dx\ge\tfrac12\Delta_{\min}. \label{eq:half}
\end{equation}
With a single orbital pair, $\Omega^2=\Delta(\Delta+2K)$ and $\omega=\Delta+K$. Full response vanishes at $\Delta=-2K$, where $\omega=\Delta/2$. The Tamm-Dancoff energy does not register the instability.

It remains to ask whether $A'$ is finite. The reference satisfies $\partial E/\partial\kappa=0$ for spin-equal orbital rotations $\kappa$. The argument leading to \eqref{eq:rot}, with equal rotations, replaces $f_{\uparrow\uparrow}-f_{\uparrow\downarrow}$ by the sum and gives $2\kappa\cdot M_{\rm s}\kappa$, where $M_{\rm s}$ is the singlet $A+B$. Differentiating the stationarity condition along $R$ yields
\begin{equation}
4M_{\rm s}\kappa'+\frac{\partial^2E}{\partial\kappa\,\partial R}=0 .
\end{equation}
A bond stretch acts equally on both spins, so its orbital response involves $M_{\rm s}$ and not the singular triplet matrix. If instead $M_{\rm s}$ became singular in a direction driven by the stretch, $\kappa'$ would diverge, and the Tamm-Dancoff gradient would lose its protection.

\section{How large the effect is in stretched H$_2$}

The example uses restricted LDA (Slater exchange, VWN correlation) in the cc-pVDZ basis. The triplet instability lies at $R_c=1.745$~\AA. At $0.1$~\AA\ before and after it, the lowest eigenvalue of $M$ is $+0.508$ and $-0.444$~eV. The energies of explicitly rotated orbitals reproduce both values through \eqref{eq:rot}, to within $0.001$~eV.

Equation \eqref{eq:s} gives $s=17.04$~eV$^2$/\AA, in agreement with differences of $\Omega^2$. Its size can be understood. For a unit vector $v$ the numerator of \eqref{eq:s} is the slope of the eigenvalue of $M$. The factor $1/(v\cdot D^{-1}v)=|u|^2=\Omega|X+Y|^2$ is close to the smallest gap when that orbital pair dominates $v$; at $d=0.005$~\AA\ it is $0.2933\times12.319=3.61$~eV. The eigenvalue of $M$ falls at about $(0.508+0.444)/0.2=4.76$~eV/\AA, and multiplying by the smallest gap, $3.56$~eV, gives $16.9$~eV$^2$/\AA.

At $d=0.005$~\AA\ the leading law predicts
\begin{align}
\Omega&\approx\sqrt{17.035\times0.005}=0.292\ \text{eV},\\
\Omega'&\approx-\tfrac12\sqrt{17.035/0.005}=-29.2\ \text{eV/\AA}.
\end{align}
The computed values are $0.293$~eV and $-29.6$~eV/\AA. At $d=0.02$~\AA\ the energy exceeds the leading law by 2\% and the slope by 6\%. This is the ratio of one to three expected from \eqref{eq:law}, with $c\approx2$~\AA$^{-1}$.

\begin{center}
\begin{tabular}{ccccc}
$d$ (\AA) & $\Omega$ (eV) & $\omega$ (eV) & $\Omega'$ (eV/\AA) & $\omega'$ (eV/\AA)\\
0.800 & 7.93 & 8.10 & $-11.7$ & $-11.3$\\
0.400 & 3.87 & 4.27 & $-8.6$ & $-7.7$\\
0.100 & 1.44 & 2.33 & $-8.6$ & $-5.3$\\
0.020 & 0.60 & 1.92 & $-15.5$ & $-4.8$\\
0.005 & 0.29 & 1.85 & $-29.6$ & $-4.7$
\end{tabular}
\end{center}

The full slope first weakens and then grows. Its two parts in \eqref{eq:grad} show how. They are quoted for virtual orbitals carried along $R$ with the least rotation among themselves; another frame shifts an amount proportional to $\Omega$ between them, which vanishes at $R_c$. Between $d=0.8$ and $0.1$~\AA\ the $D'$ term shrinks from $-4.6$ to $-0.9$~eV/\AA, while the $M'$ term changes little overall, from $-7.2$ to $-7.7$. At $d=0.005$~\AA\ the $M'$ term is $-29.4$ and the $D'$ term $-0.2$~eV/\AA. Meanwhile $|X+Y|^2$ has risen from $1.2$ to $12.3$, and $|X-Y|^2$ has fallen from $0.84$ to $0.08$.

The force on the excited molecule also contains the ground-state slope, $+3.4$~eV/\AA\ at $d=0.005$~\AA. The total slopes are
\begin{align}
\text{full response:}\quad &3.37-29.62=-26.25\ \text{eV/\AA},\\
\text{Tamm-Dancoff:}\quad &3.37-4.72=-1.35\ \text{eV/\AA}.
\end{align}
Both push the atoms apart, but the first force is about nineteen times the second. Much of this factor comes from the ground-state slope cancelling most of the Tamm-Dancoff slope in this example; the excitation slopes alone differ by $29.62/4.72\approx6$, a ratio that grows as $d^{-1/2}$ on approaching $R_c$.

At $R_c$ itself $\omega=1.82$~eV, which is $0.513$ of the smallest gap and respects \eqref{eq:half}. Its slope is $-5.34$, $-4.69$ and $-4.12$~eV/\AA\ at $R_c-0.1$, $R_c$ and $R_c+0.1$~\AA. At the last point $\Omega^2=-1.40$~eV$^2$, so full response has no real surface for this root.

The lowest eigenvalue of $M_{\rm s}$ at $R_c$ is $12.5$~eV, far from singular. As a test of its role, a potential $Fz^2$, with $z$ here the coordinate along the bond, was applied: it is spin-free and has the full symmetry of the molecule, as the stretch does. If $w_a=\langle\varphi_0|z^2|\varphi_a\rangle$, the second-order energy is the minimum of $2\kappa\cdot M_{\rm s}\kappa+4F\kappa\cdot w$. The minimum lies at $\kappa=-FM_{\rm s}^{-1}w$, and the energy curvature is $-4w\cdot M_{\rm s}^{-1}w=-16.68$ atomic units. Self-consistent energies in the potential give the same value.

Singlet excitations are safe at this geometry. The lowest eigenvalue of $D^{1/2}M_{\rm s}D^{1/2}$ is at least the product of the lowest eigenvalues of $M_{\rm s}$ and $D$, so every singlet energy is at least $\sqrt{12.526\times3.557}$~eV, which exceeds $6.6$~eV.

\section{What to do about it}

Near a suspected collapse, monitor the lowest triplet eigenvalue of $A+B$. If just the excitation energy and its slope are available (the total slope with the ground-state slope removed), the leading terms of \eqref{eq:law} give the remaining distance,
\begin{equation}
R_c-R\approx\frac{\Omega}{2|\Omega'|}.
\end{equation}
At $d=0.1$~\AA\ this gives $1.440/(2\times8.623)=0.084$~\AA, and at $d=0.02$~\AA\ it gives $0.019$~\AA. The estimate is good only close to the collapse: at $d=0.4$~\AA\ it gives $3.87/(2\times8.60)=0.225$~\AA. A smaller time step resolves the steep approach but cannot supply the missing real surface beyond $R_c$.

For triplet motion that must cross this region on a restricted reference, the Tamm-Dancoff surface is the usable one of the two. Far from the instability the change is modest: at $R=0.945$~\AA\ it raises the excitation energy by $0.17$~eV, or 2\% of the full-response value. Smoothness is not accuracy, however. The Tamm-Dancoff energy itself vanishes at $2.290$~\AA, with a finite slope of $-2.29$~eV/\AA, and then turns negative. This confirms that zero energy alone causes no divergence, but it also marks a failure of the description. The true ground state of two electrons in a spin-free potential has a nodeless spatial function, hence is a singlet, and the triplet cannot lie below it.

Changing to a spin-polarized reference beyond $R_c$ defines a different surface. The polarized solution grows out of the restricted one at $R_c$, so its Tamm-Dancoff energy starts from the same value, but not with the same slope: near a continuous onset the rotation angle grows as $\sqrt{R-R_c}$, its square is linear in $R-R_c$, and this adds a finite term to $\omega'$ on the far side only. The continuity of the slope shown here therefore does not carry over, and a trajectory that joins the two surfaces meets a jump in the force. With exact exchange in the functional, \eqref{eq:grad} and \eqref{eq:s} keep their form as long as $A-B$ is positive definite, but $A-B$ is no longer the matrix of orbital gaps. The bond lengths found here belong to this functional, its adiabatic kernel, this basis and the restricted reference; they are not predictions for the real molecule. In aug-cc-pVTZ $R_c$ moves out by $0.005$~\AA\ to $1.750$~\AA, $s$ falls by 2\% to $16.7$~eV$^2$/\AA, $\omega$ at $R_c$ falls by $0.02$~eV, and the Tamm-Dancoff zero moves to $2.297$~\AA\ with slope $-2.25$~eV/\AA, while the force ratio at $d=0.005$~\AA\ stays at nineteen. The numerical output below gives the remaining digits.

\section*{Table of computed values}
\begin{verbatim}
H2, restricted LDA (Slater + VWN), cc-pVDZ, lowest triplet
Instability bond length Rc = 1.7448 angstrom
s from null-vector formula = 17.035 eV^2/angstrom
s from differences of Omega^2 = 17.035 eV^2/angstrom
Stability eigenvalue of A+B, and from rotated-orbital energies:
  R-Rc = -0.1 angstrom: +0.5081 eV, +0.5084 eV
  R-Rc = +0.1 angstrom: -0.4437 eV, -0.4434 eV
Energies in eV (Rc-R and R in angstrom):
  Rc-R    R        Omega    sqrt law  omega(TDA)
  0.800  0.9448    7.9299   3.6916    8.0955
  0.400  1.3448    3.8685   2.6103    4.2681
  0.100  1.6448    1.4404   1.3052    2.3252
  0.020  1.7248    0.5953   0.5837    1.9195
  0.005  1.7398    0.2933   0.2918    1.8480
Slopes in eV/angstrom (Rc-R in angstrom):
  Rc-R   full      sqrt law  TDA      ground state
  0.800   -11.742    -2.307  -11.344    3.280
  0.400    -8.599    -3.263   -7.722    4.354
  0.100    -8.623    -6.526   -5.338    3.638
  0.020   -15.469   -14.592   -4.814    3.413
  0.005   -29.617   -29.184   -4.721    3.371
Gradient terms in eV/angstrom; amplitude sizes without unit:
  Rc-R   A+B term  A-B term  |X+Y|^2  |X-Y|^2
  0.800    -7.167    -4.575    1.201   0.8363
  0.400    -6.139    -2.460    1.541   0.6531
  0.100    -7.692    -0.931    2.834   0.3554
  0.020   -15.083    -0.385    6.187   0.1628
  0.005   -29.427    -0.190   12.319   0.0818
Full slope ratio, Rc-R = 0.005 to 0.02: 1.915
Omega^2 at Rc+0.1 angstrom = -1.3996 eV^2
TDA energy at Rc = 1.8244 eV
TDA energy at Rc+0.1 angstrom = 1.3848 eV
Smallest orbital gap at Rc = 3.5573 eV
TDA energy / gap at Rc = 0.5129
TDA slopes at Rc-0.1, Rc, Rc+0.1 angstrom = -5.338, -4.690, -4.115 eV/angstrom
TDA energy vanishes at R0 = 2.2897 angstrom
TDA slope at R0 = -2.286 eV/angstrom
Lowest singlet A+B eigenvalue at Rc = 12.5262 eV
Energy curvature under F*z^2 at Rc, formula = -16.6767 atomic units
Energy curvature under F*z^2 at Rc, SCF = -16.6767 atomic units
\end{verbatim}
